# Threshold for a zero-momentum exciton with on-site attraction

**Question**

I am working on excitons in wide-gap oxides and got stuck on this exercise. An electron and a hole hop between nearest neighbours of a simple cubic lattice, with amplitudes $t_e$ and $t_h$. They attract each other, with strength $U$, only when they sit on the same site. I am asked to show that a bound exciton of zero total momentum requires $U>3.96\,(t_e+t_h)$.

My attempt: putting both particles on one site gives energy $-U$, while the free pair can reach $-6(t_e+t_h)$. That suggests a threshold of $6(t_e+t_h)$. Where does the smaller number come from? And if I put in numbers for a high-k oxide such as CeO2, does the criterion tell me whether the oxide has excitons?

**Answer**

Your estimate is a valid sufficient condition. A trial state with energy below the continuum proves binding, so $U>6(t_e+t_h)$ is enough. It isn't necessary, because the pair can lower its kinetic energy by spreading over neighbouring sites. The threshold follows from solving the relative motion.

**Conventions**

Take one orbital per site for each particle, and measure lengths in lattice spacings. Apart from a constant containing the gap, the particle energies are

$$E_e(\mathbf k)=-2t_e\sum_i\cos k_i,\qquad E_h(\mathbf k)=-2t_h\sum_i\cos k_i,$$

where $i=x,y,z$ and $t_e,t_h>0$. The hole energy is minus the energy of the missing valence electron, so the valence band has its maximum where $E_h$ has its minimum. Both extrema are at $\mathbf k=0$, and the gap is direct. Exchange, phonons and attraction between different sites are left out for now. "Bound" means a normalizable state below the continuum of free pairs with zero total momentum.

**Why the hopping amplitudes add**

Let $|\mathbf x,\mathbf y\rangle$ have the electron at $\mathbf x$ and the hole at $\mathbf y$. On a periodic lattice of $N$ sites, with $N\to\infty$ at the end, the zero-momentum states are

$$|\mathbf r\rangle=\frac1{\sqrt N}\sum_{\mathbf R}|\mathbf R+\mathbf r,\mathbf R\rangle .$$

Let $\boldsymbol\delta$ run over the six neighbour vectors. An electron hop changes $\mathbf r$ to $\mathbf r+\boldsymbol\delta$. A hole hop produces $|\mathbf R+\mathbf r,\mathbf R+\boldsymbol\delta\rangle$. Renaming $\mathbf R'=\mathbf R+\boldsymbol\delta$ turns this into $|\mathbf R'+\mathbf r-\boldsymbol\delta,\mathbf R'\rangle$, so $\mathbf r$ becomes $\mathbf r-\boldsymbol\delta$. The neighbour set contains both signs, so the two sums combine:

$$H|\mathbf r\rangle=-t\sum_{\boldsymbol\delta}|\mathbf r+\boldsymbol\delta\rangle-U\delta_{\mathbf r,0}|\mathbf r\rangle,\qquad t=t_e+t_h .$$

The problem is now one particle with hopping $t$ and one attractive site. For a state $\sum_{\mathbf r}\psi(\mathbf r)|\mathbf r\rangle$ of energy $E$,

$$-t\sum_{\boldsymbol\delta}\psi(\mathbf r+\boldsymbol\delta)-U\delta_{\mathbf r,0}\psi(0)=E\psi(\mathbf r).$$

**The bound-state equation**

Define $\tilde\psi(\mathbf k)=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)$. A shift by $\boldsymbol\delta$ multiplies $\tilde\psi$ by $e^{i\mathbf k\cdot\boldsymbol\delta}$, and the six factors add up to $2\sum_i\cos k_i$. Hence

$$-2t\sum_i\cos k_i\,\tilde\psi(\mathbf k)-U\psi(0)=E\tilde\psi(\mathbf k).$$

The free-pair continuum begins at $-6t$. Write $E=-6t-B$, where $B>0$ is the binding energy, and let

$$\varepsilon(\mathbf k)=2t\Big(3-\sum_i\cos k_i\Big)\ge0 .$$

Moving all terms in $\tilde\psi$ to one side gives

$$[\varepsilon(\mathbf k)+B]\tilde\psi(\mathbf k)=U\psi(0),\qquad \tilde\psi(\mathbf k)=\frac{U\psi(0)}{\varepsilon(\mathbf k)+B}.$$

If $\psi(0)=0$, the whole state vanishes, so a bound state has $\psi(0)\ne0$. Now transform back at $\mathbf r=0$, where $\psi(0)=\int\frac{d^3k}{(2\pi)^3}\tilde\psi(\mathbf k)$ over the Brillouin zone, and divide by $U\psi(0)$:

$$\frac1U=G(B),\qquad G(B)=\int\frac{d^3k}{(2\pi)^3}\frac1{\varepsilon(\mathbf k)+B}.$$

Conversely, if some $B>0$ solves this equation, the corresponding $\tilde\psi$ is bounded on the zone and therefore normalizable.

**Why there is a threshold**

Increasing $B$ lowers the integrand everywhere, so $G$ decreases strictly. Since $G(B)<1/B$, it tends to zero at large $B$. What matters is its value at $B=0$.

The function $\varepsilon$ vanishes at $\mathbf k=0$ alone, where $\cos k_i\approx1-k_i^2/2$ gives $\varepsilon\approx tk^2$. The volume element supplies $k^2dk$, which cancels the $1/k^2$, so $G(0)$ is finite. Because $1/\varepsilon$ is integrable and bounds the integrand for every $B$, $G$ is also continuous down to $B=0$. It therefore takes each value between $0$ and $G(0)$ once. There is one bound state if $1/U<G(0)$ and none if $1/U\ge G(0)$:

$$U>U_c=\frac1{G(0)} .$$

In one or two dimensions the same integral behaves as $\int dk/k^2$ or $\int dk/k$ near zero and diverges. Any $U>0$ then binds. The threshold comes from the small number of low-energy states in three dimensions.

At equality, $\tilde\psi\propto1/\varepsilon$, and its norm, meaning here $\sum_{\mathbf r}|\psi(\mathbf r)|^2$, contains $\int k^2dk/k^4=\int dk/k^2$, which diverges. This is why the inequality is strict. In real space the threshold function falls as $1/r$, so its norm grows in proportion to the box size. In hard-wall boxes of side 31 and 63 sites, with the central amplitude held fixed, this norm grows by a factor 1.944, close to two.

**The number 3.96**

Taking out the factor $2t$,

$$G(0)=\frac{W}{2t},\qquad W=\int\frac{d^3k}{(2\pi)^3}\frac1{3-\sum_i\cos k_i}.$$

For $a>0$, $1/a=\int_0^\infty e^{-as}ds$. The integrand is positive, so the order of integration may be exchanged, and the three momentum integrals separate:

$$W=\int_0^\infty ds\,e^{-3s}\left[\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{s\cos k}\right]^3=\int_0^\infty ds\,[e^{-s}I_0(s)]^3 .$$

The bracket defines the modified Bessel function $I_0(s)$. At large $s$ small $k$ dominates, and

$$e^{-s}I_0(s)\approx\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{-sk^2/2}=\frac1{\sqrt{2\pi s}} .$$

The integrand thus falls slowly, as $s^{-3/2}$. For the part from $s=1$ to infinity, set $s=1/y^2$, so that $|ds|=2y^{-3}dy$:

$$\int_1^\infty ds\,[e^{-s}I_0(s)]^3=\int_0^1dy\,2\left[\frac{e^{-1/y^2}I_0(1/y^2)}{y}\right]^3 .$$

The new integrand tends to the finite value $2/(2\pi)^{3/2}$ at $y=0$, and ordinary quadrature works. Adding the part from 0 to 1 gives $W=0.505462$, hence

$$U_c=\frac{2t}{0.505462}=3.957\,t\approx3.96\,(t_e+t_h).$$

A real-space calculation without this integral agrees. The critical attraction is $4.0261t$ in the box of side 31 and $3.9911t$ in the box of side 63. A wall at distance $R$ cuts off the $1/r$ function and lowers $1/U_c$ by an amount of order $1/R$. Removing that term by extrapolation gives $3.9567t$.

**Weak and strong binding**

Just above threshold, subtract the two values of $G$:

$$\frac1{U_c}-\frac1U=G(0)-G(B)=\int\frac{d^3k}{(2\pi)^3}\frac{B}{\varepsilon(\varepsilon+B)} .$$

For small $B$ the integral comes mainly from $k\sim\sqrt{B/t}$, where $\varepsilon\approx tk^2$. With $d^3k=4\pi k^2dk$,

$$\frac1{U_c}-\frac1U\approx\frac{B}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+B}=\frac{B}{2\pi^2t}\,\frac{\pi}{2\sqrt{tB}}=\frac{\sqrt B}{4\pi t^{3/2}},$$

$$B\approx16\pi^2t^3\left(\frac1{U_c}-\frac1U\right)^2 .$$

Binding sets in quadratically. At $U=1.01U_c$ this law gives $B=9.89\times10^{-4}t$, against $9.80\times10^{-4}t$ from the full equation.

For strong attraction, set $X=6t+B$ and $S=\sum_i\cos k_i$, so that $\varepsilon+B=X-2tS$. The zone averages are $\langle S\rangle=0$ and $\langle S^2\rangle=3/2$. Expanding in $t/X$,

$$\frac1U=\left\langle\frac1{X-2tS}\right\rangle\approx\frac1X+\frac{6t^2}{X^3}.$$

Multiplying by $UX$ gives $X\approx U(1+6t^2/X^2)\approx U+6t^2/U$, and therefore

$$B\approx U-6t+\frac{6t^2}{U}.$$

The first two terms are your single-site estimate. The third is the energy gained by spreading. At $U=6t$, where your estimate gives zero binding, the full equation gives $B=1.104t$. Diagonalization on a lattice gives the same value.

**Numbers in the regime of CeO2**

Take rough values: electron and hole bandwidths of 1 and 4 eV, a cubic cell edge of 0.54 nm, and an electronic dielectric constant of 6. Each band runs from $-6$ to $+6$ times its hopping amplitude, so

$$t_e=\frac{1}{12}=0.083\ \text{eV},\quad t_h=\frac{4}{12}=0.333\ \text{eV},\quad t=0.417\ \text{eV}.$$

The threshold is $U_c=3.957\times0.417=1.65$ eV. This value depends on the lattice. On an fcc lattice, like that of the Ce ions, positive hopping gives $U_c=8.92t$ and a bandwidth of $16t$, so the same total width of 5 eV puts the threshold at 2.79 eV.

For the attraction, use the Coulomb energy at the cation-anion distance, $\sqrt3/4\times0.54=0.234$ nm. Without screening it is $1.440/0.234=6.16$ eV. Dividing by 6 gives $U=1.03$ eV, or $2.46t$, which is below threshold. With the bandwidths and distance held fixed, contact binding would begin once the dielectric constant fell below about 3.7.

A bulk dielectric constant needn't hold at such a short distance, so 1.03 eV is only a rough estimate. The unscreened value is too high: it gives $B=3.83$ eV, comparable to the whole gap between the O 2p and Ce 4f states. That gap is roughly 3 eV as seen optically, and the free-pair gap from which $B$ is measured is larger and less certain, so the pair would cost little or even negative energy. These rough inputs put the model pair below the contact threshold, but they don't settle on which side the real oxide lies.

**What this says about the real oxide**

It doesn't decide whether CeO2 has excitons, because the real attraction has a Coulomb tail. Spread a trial state over a large radius $R$. Its kinetic energy above the continuum edge is of order $t/R^2$, while the tail contributes a negative energy of order $1/R$. The tail wins at large $R$, so a static Coulomb tail binds for any contact strength $U\ge0$.

To size the effect, keep $U=1.03$ eV and add the screened tail on a simple cubic lattice with one formula unit per site. The spacing is $(0.54^3/4)^{1/3}=0.340$ nm, and the attraction one spacing away is 0.705 eV. The binding energy changes from none to 0.25 eV. It is set mainly by the tail: with $U=0$ it is still 0.21 eV, while dielectric constants of 5 and 7 (with $U$ scaled accordingly) give 0.34 and 0.19 eV.

Other neglected effects also matter:

- **Lattice polarization.** With a rough static dielectric constant of 25, compare the field energy outside a sphere of radius $r_p=0.170$ nm (half a spacing) for electronic and for full screening. Integrating the energy density gives
$$\frac{e^2}{8\pi\epsilon_0r_p}\left(\frac16-\frac1{25}\right)=0.54\ \text{eV}.$$
Localizing the electron on one site costs half its bandwidth, 0.50 eV. The two are comparable, so self-trapping of a lone electron can't be dismissed. In an exciton the hole cancels part of the electron's field, which weakens the effect. If it quenched $t_e$ completely, with $t_h$ fixed, the contact threshold would fall to 1.32 eV.
- **Field and temperature.** At 3 MV/cm, a strong field that a given film may not withstand, the potential energy drops by 0.10 eV per site. Along the field the pair then has the potential energy $-A/r-Fr$, with $A=1.440/6=0.240$ eV nm and $F=0.3$ eV/nm. Its maximum is $-2\sqrt{AF}=-0.54$ eV, which lies below the exciton level at $-0.25$ eV. Sideways confinement costs kinetic energy and raises the top of the barrier, but solving the sideways motion on the lattice still puts it at about $-0.39$ eV. No barrier holds the pair in this direction, so the exciton can't be treated as stable in such a field. The thermal energy at 358 K is 0.031 eV, about one eighth of the 0.25 eV found with electronic screening. If the lattice also followed the pair, the static constant of 25 would apply and $A$ would be 0.0576 eV nm. The hydrogen-like estimate $A^2/(4ta^2)$, with spacing $a=0.340$ nm, then gives a binding energy of only 0.017 eV, below the thermal energy.
- **Crystal structure.** In CeO2 the electron and hole live mainly on different ions, in several f and p orbitals. The one-orbital cubic model can't give quantitative exciton levels for it.

**A sign condition**

If the hopping amplitudes have opposite signs in the convention above, the gap is indirect. The zero-momentum threshold then contains $|t_e+t_h|$ with the signs kept, since shifting every $k_i$ by $\pi$ reverses the sign of the relative hopping. Adding the magnitudes would overestimate it. "Bound" then refers to the zero-momentum continuum, although free pairs of lower energy exist at another total momentum.

The numerical output below lists most of the values used here, together with further checks of the lattice result.

## Computed values

```
LATTICE RESULT (energies in units of t = t_e + t_h)
Two-particle reduction, largest error: 0.0e+00
W, Bessel integral: 0.505462
W, momentum sums extrapolated: 0.505465
Critical attraction U_c/t: 3.95678
U_c/t, real-space boxes extrapolated: 3.95673
U_c/t in boxes of side 31 and 63 sites: 4.0261, 3.9911
Threshold norm ratio, side 63 to side 31: 1.944
Binding B/t at U/t = 4: 0.00117
Binding B/t at U/t = 5: 0.40079
Binding B/t at U/t = 6: 1.10392
B/t at U/t = 6 by diagonalization: 1.10392
Second level above edge at U/t = 6, side 21: 0.0705
B/t at U = 1.01 U_c, full equation: 9.7961e-04
B/t at U = 1.01 U_c, quadratic law: 9.8877e-04
EXAMPLE (rough inputs in the regime of CeO2)
Cubic cell edge: 0.54 nm
Electron, hole bandwidth: 1.0, 4.0 eV
Electronic, static dielectric constant: 6, 25
Model lattice spacing: 0.340 nm
Cation-anion distance: 0.234 nm
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Hopping t_e, t_h, sum: 0.0833, 0.3333, 0.4167 eV
Critical attraction: 1.649 eV
Screened attraction: 1.026 eV
Screened attraction over t: 2.463
Unscreened attraction: 6.158 eV
Binding with unscreened contact attraction: 3.830 eV
Dielectric constant at contact threshold: 3.74
NEGLECTED EFFECTS
Tail attraction at one spacing: 0.705 eV
Binding with Coulomb tail, side 31: 0.2489 eV
Binding with Coulomb tail, side 21: 0.2489 eV
Polarization sphere radius: 0.170 nm
Lattice polarization energy: 0.536 eV
Half the electron bandwidth: 0.500 eV
Critical attraction if t_e = 0: 1.319 eV
Thermal energy at 358 K: 0.0309 eV
Potential energy drop per site at 3 MV/cm: 0.102 eV
```
